# Barrett's permittivity formula from a mean-field lattice of quantum anharmonic oscillators: a numerical check

```python
"""Barrett permittivity of a mean-field lattice of quantum anharmonic cells.

Result under test, in Hartree atomic units (hbar = 1):
  eps = eps_b + C / [(T1/2) coth(T1/(2T)) - T0],
  kB*T1 = sqrt(a/m), kB*T0 = a*(J0-a)/(3b), C = 4 pi q^2 a/(3 b kB v).
Cell energy: p^2/(2m) + a u^2/2 + b u^4/4 - f u.
m: mass, a: harmonic stiffness, b: quartic constant, J0: summed coupling,
q: effective charge, v: cell volume, eps_b: background permittivity,
f: force on a cell, K: inverse static susceptibility of a single cell.
The formula is first order in b; independent values come from
diagonalization of the anharmonic cell in an oscillator basis.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive

KB = physical_constants["kelvin-hartree relationship"][0]
MEV = 1000 * physical_constants["Hartree energy in eV"][0]

mass, a, b, J0 = 40000.0, 0.0064, 0.001, 0.006475
charge, volume, eps_b = 2.0, 400.0, 5.0
omega0 = np.sqrt(a / mass)
sigma_zero = 1 / (2 * mass * omega0)
T1 = omega0 / KB
T0 = a * (J0 - a) / (3 * b * KB)
prefactor = 4 * np.pi * charge**2 / volume
curie = prefactor * a / (3 * b * KB)

# Powers are formed in a larger basis so their retained blocks are exact.
NB = 100
ladder = np.diag(np.sqrt(np.arange(1, NB + 8)), 1)
u_big = np.sqrt(sigma_zero) * (ladder + ladder.T)
U = u_big[:NB, :NB]
U2 = (u_big @ u_big)[:NB, :NB]
U3 = (u_big @ u_big @ u_big)[:NB, :NB]
U4 = np.linalg.matrix_power(u_big, 4)[:NB, :NB]
H0 = np.diag(omega0 * (np.arange(NB) + 0.5))


def solve_cell(quartic, force):
    return np.linalg.eigh(H0 + quartic * U4 / 4 - force * U)


@lru_cache(maxsize=None)
def free_cell(quartic):
    energy, vec = solve_cell(quartic, 0.0)
    return energy, vec.T @ U @ vec


def weights(energy, kT):
    w = np.exp(-(energy - energy[0]) / kT)
    return w / w.sum()


def exact_stiffness(quartic, kT):
    """Inverse isothermal susceptibility from the sum over levels."""
    energy, u = free_cell(quartic)
    p = weights(energy, kT)
    gap = energy[None, :] - energy[:, None]
    np.fill_diagonal(gap, np.inf)
    return 1 / np.sum(u**2 * (p[:, None] - p[None, :]) / gap)


def thermal_mean(quartic, force, kT, operator):
    energy, vec = solve_cell(quartic, force)
    diagonal = np.sum(vec * (operator @ vec), axis=0)
    return weights(energy, kT) @ diagonal


def fluctuation(K, kT):
    w = np.sqrt(K / mass)
    return 1 / (2 * mass * w * np.tanh(w / (2 * kT)))


def gaussian_stiffness(quartic, kT):
    K = a
    for _ in range(300):
        K = a + 3 * quartic * fluctuation(K, kT)
    return K


def barrett(T):
    return eps_b + curie / (T1 / 2 / np.tanh(T1 / (2 * T)) - T0)


def permittivity(K):
    return eps_b + prefactor / (K - J0)


# Gaussian third moment, and force balance in the anharmonic cell.
kT, force = 80 * KB, 5e-4
mean = thermal_mean(0.0, force, kT, U)
variance = thermal_mean(0.0, force, kT, U2) - mean**2
third = thermal_mean(0.0, force, kT, U3)
assert abs(third / (mean**3 + 3 * mean * variance) - 1) < 1e-8
assert abs(variance / fluctuation(a, kT) - 1) < 1e-8
balance = (a * thermal_mean(b, force, kT, U)
           + b * thermal_mean(b, force, kT, U3))
assert abs(balance / force - 1) < 1e-8

# Mean-field susceptibility from the self-consistent displacement.
kT, small_force = 50 * KB, 1e-8
chi = 1 / (exact_stiffness(b, kT) - J0)
displacement = brentq(
    lambda x: thermal_mean(b, J0 * x + small_force, kT, U) - x,
    0.0, 3 * chi * small_force, xtol=1e-14)
assert abs(displacement / (small_force * chi) - 1) < 1e-3

# First-order accuracy: halving b must quarter the remaining error.
error_ratios = []
for T in (5, 50, 150, 300):
    errors = [exact_stiffness(x, T * KB) - a
              - 3 * x * fluctuation(a, T * KB) for x in (1e-4, 5e-5)]
    error_ratios.append(errors[0] / errors[1])
assert np.all(np.abs(np.array(error_ratios) - 4) < 0.15)

# Permittivities: Barrett, Gaussian self-consistency, exact cell.
table = []
for T in (5, 20, 50, 100, 200, 300):
    row = (barrett(T), permittivity(gaussian_stiffness(b, T * KB)),
           permittivity(exact_stiffness(b, T * KB)))
    assert abs(row[1] - row[2]) < abs(row[0] - row[2])
    assert abs(row[0] / row[2] - 1) < 0.25
    table.append((T, *row))

# Classical limit of the quantum temperature.
T_high = 10 * T1
quantum_T = T1 / 2 / np.tanh(T1 / (2 * T_high))
assert abs(quantum_T / T_high - 1) < 1e-3

# Transition for a larger coupling.
J_ferro = a + 1.2e-4
T0_ferro = a * (J_ferro - a) / (3 * b * KB)
Tc_barrett = T1 / (2 * np.arctanh(T1 / (2 * T0_ferro)))
Tc_exact = brentq(lambda T: exact_stiffness(b, T * KB) - J_ferro, 5, 200)
assert abs(Tc_barrett / Tc_exact - 1) < 0.05

# Leading thermal rise when the Gaussian frequency is self-consistent.
b_mid = 0.02
K_zero = gaussian_stiffness(b_mid, 1e-7)
w_zero = np.sqrt(K_zero / mass)
s_zero = 1 / (2 * mass * w_zero)
g_mid = 3 * b_mid * s_zero / K_zero
rise = gaussian_stiffness(b_mid, w_zero / 10) - K_zero
amplitude_gauss = rise * np.exp(10)
amplitude_frozen = 6 * b_mid * s_zero
assert abs(amplitude_gauss * (1 + g_mid / 2) / amplitude_frozen - 1) < 2e-3

# Exact low-temperature amplitude; level polarizabilities by differences.
low_T = []
for quartic in (b, 0.2):
    energy, _ = free_cell(quartic)
    gap = energy[1] - energy[0]
    step = 2e-5
    plus = solve_cell(quartic, step)[0]
    minus = solve_cell(quartic, -step)[0]
    alpha = -(plus - 2 * energy + minus)[:2] / step**2
    predicted = (alpha[0] - alpha[1]) / alpha[0]**2
    measured = (exact_stiffness(quartic, gap / 12)
                - exact_stiffness(quartic, gap / 600)) * np.exp(12)
    assert abs(measured / predicted - 1) < 3e-3
    low_T.append((quartic, gap / KB, measured, 6 * quartic * sigma_zero))

# Uniform soft mode from the pole of the dynamic mean-field response.
energy, u_levels = free_cell(b)
excitation = energy[1:] - energy[0]
strength = 2 * u_levels[0, 1:]**2 * excitation
soft_pole = brentq(
    lambda w: 1 / np.sum(strength / (excitation**2 - w**2)) - J0,
    0.0, excitation[0] / 2, xtol=1e-16)
K_exact_zero = exact_stiffness(b, 1e-7)
soft_static = np.sqrt((K_exact_zero - J0) / mass)
assert abs(soft_pole / soft_static - 1) < 0.01

# Gapless cubic lattice, with mass and sqrt(J0/mass) set to one.
nodes, node_weights = np.polynomial.legendre.leggauss(64)
s = (nodes + 1) / 2
wave = np.pi * s**3
w1 = 1.5 * s**2 * node_weights
sine = np.sin(wave / 2)**2
freq = np.sqrt(2 / 3 * (sine[:, None, None] + sine[None, :, None]
                        + sine[None, None, :]))
w3 = w1[:, None, None] * w1[None, :, None] * w1[None, None, :]
zero_ratio = np.sum(w3 / freq)
bessel_ratio = 2 / np.sqrt(np.pi) * quad(
    lambda t: ive(0, t * t / 3)**3, 0, np.inf, limit=200)[0]
assert abs(zero_ratio / bessel_ratio - 1) < 2e-3
velocity = 1 / np.sqrt(6)
thermal = []
for t in (0.015, 0.03):
    value = np.sum(w3 / (freq * np.expm1(freq / t)))
    assert abs(value / (t**2 / (12 * velocity**3)) - 1) < 0.01
    thermal.append(value)

print(f"mass m = {mass:.0f} electron masses")
print(f"stiffness a = {a:.6f} Ha/bohr^2")
print(f"quartic constant b = {b:.6f} Ha/bohr^4")
print(f"coupling J0 = {J0:.6f} Ha/bohr^2")
print(f"charge q = {charge:.1f} e; volume v = {volume:.0f} bohr^3")
print(f"background permittivity = {eps_b:.1f} (dimensionless)")
print(f"Boltzmann constant = {KB:.6e} Ha/K")
print(f"single-cell energy hbar*Omega0 = {omega0:.6e} Ha")
print(f"single-cell energy, converted = {omega0 * MEV:.3f} meV")
print(f"zero-point <u^2> = {sigma_zero:.6f} bohr^2")
print(f"3b<u^2>/a at T=0 = {3 * b * sigma_zero / a:.5f} (dimensionless)")
print(f"T1 = {T1:.3f} K; T1/2 = {T1 / 2:.3f} K")
print(f"T0 = {T0:.3f} K; Curie constant C = {curie:.1f} K")
print(f"Barrett K-J0 at T=0 = {a - J0 + 3*b*sigma_zero:.6e} Ha/bohr^2")
print(f"exact-cell K-J0 at T=0 = {K_exact_zero - J0:.6e} Ha/bohr^2")
print(f"Barrett plateau permittivity = {eps_b + curie/(T1/2-T0):.1f}")
print(f"soft-mode energy, pole = {soft_pole * MEV:.4f} meV")
print(f"soft-mode energy, static estimate = {soft_static * MEV:.4f} meV")
print(f"soft-mode energy / kB = {soft_pole / KB:.3f} K")
print("permittivity: T [K], Barrett, Gaussian, exact cell")
for row in table:
    print("  {:3d}  {:9.1f}  {:9.1f}  {:9.1f}".format(*row))
print("error ratio on halving b at 5, 50, 150, 300 K:")
print("  " + ", ".join(f"{x:.4f}" for x in error_ratios))
print(f"larger coupling J0 = {J_ferro:.6f} Ha/bohr^2")
print(f"its T0 = {T0_ferro:.3f} K")
print(f"its Tc: Barrett {Tc_barrett:.3f} K, exact cell {Tc_exact:.3f} K")
print(f"Gaussian low-T test: b = {b_mid:.3f} Ha/bohr^4, g = {g_mid:.5f}")
print(f"  frozen amplitude = {amplitude_frozen:.6e} Ha/bohr^2")
print(f"  self-consistent amplitude = {amplitude_gauss:.6e} Ha/bohr^2")
print("low-T law: b [Ha/bohr^4], gap/kB [K], then amplitudes")
print("  exact cell and first order [Ha/bohr^2]")
for row in low_T:
    print("  {:.3f}  {:.3f}  {:.6e}  {:.6e}".format(*row))
print(f"gapless lattice/single-cell zero-point <u^2> = {zero_ratio:.5f}")
print(f"lattice thermal <u^2> ratio, T doubled = {thermal[1]/thermal[0]:.4f}")
print("all tests passed")
```

Output:

```
mass m = 40000 electron masses
stiffness a = 0.006400 Ha/bohr^2
quartic constant b = 0.001000 Ha/bohr^4
coupling J0 = 0.006475 Ha/bohr^2
charge q = 2.0 e; volume v = 400 bohr^3
background permittivity = 5.0 (dimensionless)
Boltzmann constant = 3.166812e-06 Ha/K
single-cell energy hbar*Omega0 = 4.000000e-04 Ha
single-cell energy, converted = 10.885 meV
zero-point <u^2> = 0.031250 bohr^2
3b<u^2>/a at T=0 = 0.01465 (dimensionless)
T1 = 126.310 K; T1/2 = 63.155 K
T0 = 50.524 K; Curie constant C = 84653.8 K
Barrett K-J0 at T=0 = 1.875000e-05 Ha/bohr^2
exact-cell K-J0 at T=0 = 1.778623e-05 Ha/bohr^2
Barrett plateau permittivity = 6707.1
soft-mode energy, pole = 0.5738 meV
soft-mode energy, static estimate = 0.5738 meV
soft-mode energy / kB = 6.659 K
permittivity: T [K], Barrett, Gaussian, exact cell
    5     6707.1     6957.1     7070.2
   20     6587.8     6836.3     6947.7
   50     3590.7     3728.1     3795.0
  100     1361.0     1417.7     1449.8
  200      547.4      579.7      598.4
  300      338.4      364.9      379.7
error ratio on halving b at 5, 50, 150, 300 K:
  3.9941, 3.9901, 3.9726, 3.9466
larger coupling J0 = 0.006520 Ha/bohr^2
its T0 = 80.838 K
its Tc: Barrett 60.230 K, exact cell 62.708 K
Gaussian low-T test: b = 0.020 Ha/bohr^4, g = 0.20692
  frozen amplitude = 3.339568e-03 Ha/bohr^2
  self-consistent amplitude = 3.026312e-03 Ha/bohr^2
low-T law: b [Ha/bohr^4], gap/kB [K], then amplitudes
  exact cell and first order [Ha/bohr^2]
  0.001  127.222  1.814342e-04  1.875000e-04
  0.200  204.537  1.144984e-02  3.750000e-02
gapless lattice/single-cell zero-point <u^2> = 1.11536
lattice thermal <u^2> ratio, T doubled = 4.0081
all tests passed
```
